# Kinks in the Continuum SSH Model: Self-Consistency, Energy, Charge and Spin: test program

```python
"""Kink of the Takayama-Lin-Liu-Maki (TLM) model, tested against the SSH lattice.

Result under test: Delta(x) = Delta0*tanh(x/xi), xi = hbar*v/Delta0, is
self-consistent, costs 2*Delta0/pi, and has charge e*(1-n0), where n0 = 0, 1, 2
is the occupation of its midgap level (spin 1/2 only for n0 = 1).

Lattice: hopping t_n = t0 - (-1)^n Delta_n/2 on the bond from site n to n+1,
elastic energy kappa*sum(Delta_n^2), half filling, two spins, hbar*v = 2*t0*a.
Lattice work uses t0 = a = 1; continuum work uses Delta0 = xi = 1.
"""
import numpy as np
from scipy.constants import hbar, e as e_charge
from scipy.integrate import quad, solve_ivp


def stiffness(gap):
    """kappa that makes the uniform lattice dimerization 'gap' stationary."""
    # q is measured from the band edge, where the integrand is peaked
    f = lambda q: np.cos(q)**2 / np.sqrt(4*np.sin(q)**2 + gap**2*np.cos(q)**2)
    return quad(f, 0, np.pi/2, points=[gap/2, 3*gap], limit=300)[0] / np.pi


def pair_profile(gap, width_factor=1.0):
    """Kink at N/4 and antikink at 3N/4 on a ring of N = 40 xi sites."""
    xi = 2/gap
    n_sites = 4*int(round(10*xi))
    x = np.arange(n_sites) + 0.5
    w = width_factor*xi
    return gap*(np.tanh((x - n_sites/4)/w) - np.tanh((x - 3*n_sites/4)/w) - 1)


def hamiltonian(delta):
    n = len(delta)
    site = np.arange(n)
    hop = 1 - (-1.0)**site*delta/2
    h = np.zeros((n, n))
    h[site, (site + 1) % n] = -hop
    h[(site + 1) % n, site] = -hop
    return h


def total_energy(delta, kappa):
    """Half-filled energy; singular values of the even-odd block are |E|."""
    block = hamiltonian(delta)[0::2, 1::2]
    return kappa*np.sum(delta**2) - 2*np.linalg.svd(block, compute_uv=False).sum()


def kink_energy(gap, width_factor=1.0):
    """Half the energy of a distant pair, in units of the gap parameter."""
    kappa = stiffness(gap)
    pair = pair_profile(gap, width_factor)
    uniform = np.full(len(pair), gap)
    return (total_energy(pair, kappa) - total_energy(uniform, kappa))/(2*gap)


def smooth(y):
    return (np.roll(y, 1) + 2*y + np.roll(y, -1))/4


# --- Continuum: transmission phase of a pair from the Dirac equation ---------
def phase(k):
    return 2*np.arctan(1/k)


phase_rows = []
for k in (0.3, 1.0, 3.0):
    energy = -np.sqrt(k*k + 1)

    def dirac(x, y):
        d = np.tanh(x + 10) - np.tanh(x - 10) - 1
        return [energy*y[1] - d*y[0], d*y[1] - energy*y[0]]

    spinor = np.array([(-1 - 1j*k)/energy, 1.0 + 0j])
    sol = solve_ivp(dirac, (-22, 22), spinor*np.exp(-22j*k), method="DOP853",
                    rtol=1e-11, atol=1e-13)
    out = sol.y[:, -1]*np.exp(-22j*k)
    factor = np.vdot(spinor, out)/np.vdot(spinor, spinor)
    # a reflected wave would leave a part not parallel to the incoming spinor
    assert np.max(np.abs(out - factor*spinor)) < 1e-5
    assert abs(factor - np.exp(1j*phase(k))) < 1e-5
    phase_rows.append((k, np.angle(factor), phase(k)))

# --- Continuum: explicit sum over ring modes at equal mode number ------------
ring_length, cutoff = 2000.0, 200.0
n_mode = np.arange(1, int(cutoff*ring_length/(2*np.pi)) + 1)
q_free = 2*np.pi*n_mode/ring_length
k_pair = q_free - phase(q_free)/ring_length
for _ in range(60):
    k_pair = q_free - phase(k_pair)/ring_length
assert np.all(k_pair > 0)
e_free, e_pair = np.sqrt(1 + q_free**2), np.sqrt(1 + k_pair**2)
electronic = 2*(1 - 2*np.sum(e_pair - e_free))
inverse_coupling = np.pi/ring_length*(1 + 2*np.sum(1/e_free))
elastic = -4*inverse_coupling/np.pi
mode_sum_kink = (electronic + elastic)/2
assert abs(inverse_coupling - np.arcsinh(cutoff)) < 1e-3
assert abs(mode_sum_kink - 2/np.pi) < 1e-3

# --- Lattice: kink energy approaches the continuum value ---------------------
gaps = (0.4, 0.2, 0.1, 0.05)
lattice_energy = [kink_energy(g) for g in gaps]
errors = [abs(en*np.pi/2 - 1) for en in lattice_energy]
assert errors[-1] < 0.005 and errors[-1] < errors[0]

gap = 0.1
widths = (0.7, 1.0, 1.4)
width_energy = [kink_energy(gap, s) for s in widths]
assert width_energy[1] < min(width_energy[0], width_energy[2])
assert 2*lattice_energy[2] < 2.0

# --- Lattice: self-consistency from the bond order ---------------------------
kappa = stiffness(gap)
xi = 2/gap


def solve_chain(delta):
    values, vectors = np.linalg.eigh(hamiltonian(delta))
    midgap = np.abs(values) < 0.5*gap
    return values, vectors[:, values < -0.5*gap], vectors[:, midgap]


def response(orbitals):
    """Dimerization demanded by the bond order of the occupied orbitals."""
    bond = np.sum(orbitals*np.roll(orbitals, -1, axis=0), axis=1)
    return -smooth((-1.0)**np.arange(len(bond))*bond)/kappa


delta = pair_profile(gap)
levels, valence, midgap = solve_chain(delta)
assert midgap.shape[1] == 2
demanded = response(valence)
residual = np.max(np.abs(demanded - delta))/gap
midgap_effect = np.max(np.abs(response(midgap)))/gap
wrong = pair_profile(gap, 1.5)
wrong_residual = np.max(np.abs(response(solve_chain(wrong)[1]) - wrong))/gap
assert residual < 0.01
assert wrong_residual > 3*residual
assert midgap_effect < 1e-6

# --- Lattice: charge, spin and density of the kink at N/4 --------------------
n_sites = len(delta)
site = np.arange(n_sites)
centre = n_sites//4
window = np.abs(site - centre) <= 7*xi
deficit = 1 - 2*np.sum(valence**2, axis=1)
mode_density = np.sum(midgap**2, axis=1)
missing = deficit[window].sum()
mode_weight = mode_density[window].sum()
even_weight = mode_density[window & (site % 2 == 0)].sum()
predicted = 1/(2*xi*np.cosh((site - centre)/xi)**2)
profile_error = np.max(np.abs(smooth(deficit) - predicted)[window])*2*xi
assert abs(missing - 1) < 1e-4
assert abs(mode_weight - 1) < 1e-4
assert even_weight > 0.9999
assert profile_error < 0.02
charges = [missing - n0*mode_weight for n0 in (0, 1, 2)]
spins = [0.5*mode_weight*(n0 == 1) for n0 in (0, 1, 2)]

# --- Worked example with round model parameters ------------------------------
t0_eV, delta0_eV, a_nm = 2.5, 0.25, 0.12
assert abs(delta0_eV/t0_eV - gap) < 1e-12
xi_nm = 2*t0_eV*a_nm/delta0_eV
velocity = 2*t0_eV*e_charge*a_nm*1e-9/hbar
coupling = 1/(2*np.pi*kappa)

print(f"hopping t0 = {t0_eV:.2f} eV")
print(f"gap parameter Delta0 = {delta0_eV:.3f} eV")
print(f"site spacing a = {a_nm:.3f} nm")
print(f"hbar v = {2*t0_eV*a_nm:.3f} eV nm")
print(f"velocity v = {velocity:.4e} m/s")
print(f"kink length xi = {xi_nm:.3f} nm = {xi_nm/a_nm:.1f} sites")
print(f"elastic constant kappa*t0 = {kappa:.5f} (dimensionless)")
print(f"coupling lambda = {coupling:.4f}, 1/lambda = {1/coupling:.4f}")
print(f"equivalent cutoff W = {delta0_eV*np.sinh(1/coupling):.3f} eV")
print(f"kink energy 2 Delta0/pi = {2*delta0_eV/np.pi:.5f} eV")
print(f"same, lattice = {lattice_energy[2]*delta0_eV:.5f} eV")
print(f"distant kink pair 4 Delta0/pi = {4*delta0_eV/np.pi:.5f} eV")
print(f"electron plus hole 2 Delta0 = {2*delta0_eV:.5f} eV")
for k, measured, formula in phase_rows:
    print(f"pair phase at k xi={k:.1f}: ODE {measured:.6f}, "
          f"formula {formula:.6f} rad")
print(f"mode sum: ring length = {ring_length:.0f} xi, "
      f"cutoff = {cutoff:.0f} Delta0")
print(f"mode sum: 1/lambda = {inverse_coupling:.5f}")
print(f"mode sum: pair electronic energy = {electronic:.5f} Delta0")
print(f"mode sum: pair elastic energy = {elastic:.5f} Delta0")
print(f"mode sum: energy per kink = {mode_sum_kink:.5f} Delta0")
print(f"continuum value 2/pi = {2/np.pi:.5f} Delta0")
for g, en, err in zip(gaps, lattice_energy, errors):
    print(f"lattice Delta0/t0={g:.2f}: kink energy {en:.5f} Delta0, "
          f"relative error {err:.1e}")
for s, en in zip(widths, width_energy):
    print(f"lattice width {s:.1f} xi: kink energy {en:.5f} Delta0")
print(f"ring for densities: {n_sites} sites")
print(f"midgap levels found: {midgap.shape[1]}")
print(f"self-consistency residual = {residual:.2e} Delta0")
print(f"residual for width 1.5 xi = {wrong_residual:.2e} Delta0")
print(f"midgap effect on dimerization = {midgap_effect:.1e} Delta0")
b = centre + int(xi)
print(f"at x={(b + 0.5 - centre)/xi:.3f} xi: demanded {demanded[b]/gap:.5f}, "
      f"tanh {delta[b]/gap:.5f} Delta0")
print(f"valence electrons missing at kink = {missing:.6f}")
print(f"zero-mode weight on even sites = {even_weight:.6f}")
print(f"density profile error = {profile_error:.1e} of peak")
for n0, q, s in zip((0, 1, 2), charges, spins):
    print(f"n0={n0}: charge {q + 0.0:.4f} e, spin {s:.4f} hbar")
print("done: every assertion held")
```

Output:

```
hopping t0 = 2.50 eV
gap parameter Delta0 = 0.250 eV
site spacing a = 0.120 nm
hbar v = 0.600 eV nm
velocity v = 9.1156e+05 m/s
kink length xi = 2.400 nm = 20.0 sites
elastic constant kappa*t0 = 0.53918 (dimensionless)
coupling lambda = 0.2952, 1/lambda = 3.3878
equivalent cutoff W = 3.696 eV
kink energy 2 Delta0/pi = 0.15915 eV
same, lattice = 0.15874 eV
distant kink pair 4 Delta0/pi = 0.31831 eV
electron plus hole 2 Delta0 = 0.50000 eV
pair phase at k xi=0.3: ODE 2.558679, formula 2.558679 rad
pair phase at k xi=1.0: ODE 1.570796, formula 1.570796 rad
pair phase at k xi=3.0: ODE 0.643501, formula 0.643501 rad
mode sum: ring length = 2000 xi, cutoff = 200 Delta0
mode sum: 1/lambda = 5.99146
mode sum: pair electronic energy = 8.90181 Delta0
mode sum: pair elastic energy = -7.62857 Delta0
mode sum: energy per kink = 0.63662 Delta0
continuum value 2/pi = 0.63662 Delta0
lattice Delta0/t0=0.40: kink energy 0.62120 Delta0, relative error 2.4e-02
lattice Delta0/t0=0.20: kink energy 0.63139 Delta0, relative error 8.2e-03
lattice Delta0/t0=0.10: kink energy 0.63495 Delta0, relative error 2.6e-03
lattice Delta0/t0=0.05: kink energy 0.63611 Delta0, relative error 8.0e-04
lattice width 0.7 xi: kink energy 0.64582 Delta0
lattice width 1.0 xi: kink energy 0.63495 Delta0
lattice width 1.4 xi: kink energy 0.64696 Delta0
ring for densities: 800 sites
midgap levels found: 2
self-consistency residual = 7.98e-04 Delta0
residual for width 1.5 xi = 3.24e-02 Delta0
midgap effect on dimerization = 3.0e-15 Delta0
at x=1.025 xi: demanded 0.77127, tanh 0.77190 Delta0
valence electrons missing at kink = 0.999999
zero-mode weight on even sites = 0.999999
density profile error = 2.6e-03 of peak
n0=0: charge 1.0000 e, spin 0.0000 hbar
n0=1: charge -0.0000 e, spin 0.5000 hbar
n0=2: charge -1.0000 e, spin 0.0000 hbar
done: every assertion held
```
